\section*{Coble creep of a honeycomb film by vacancy flow along grain boundaries, part 1}

(Sections cited here and not found follow in the second part.)

\section{From one boundary to the honeycomb}

\subsection{What dimensions already fix}

A polycrystal under a small stress $\sigma$ can lengthen without dislocations if atoms leave some grain boundaries and settle on others. Suppose that they travel along the boundaries themselves. Let $q$ be the volume of atoms that passes a point of a boundary per unit time and per unit depth, with the depth measured along the boundary and across the flow. Close to equilibrium it is proportional to the gradient of the normal stress $s$ on the boundary,
\begin{equation}
q=M\,\frac{ds}{dx}.
\label{eq:flux}
\end{equation}
Tension is positive. Since $q$ has the dimension length$^2$/time, the mobility $M$ has the dimension length$^3$/(time$\times$pressure).

Let the grains have a fixed shape and a size $d$, and let $M$ be the sole material property that limits the motion. The strain rate must then have the form $\dot\varepsilon=C M^{\alpha}\sigma^{\beta}d^{\gamma}$. Time requires $\alpha=1$, pressure requires $\beta=\alpha=1$, and length requires $3\alpha+\gamma=0$. Hence
\begin{equation}
\dot\varepsilon=C\,\frac{M\sigma}{d^{3}},
\label{eq:form}
\end{equation}
where the number $C$ depends on the shape of the grains and on the type of loading.

If atoms moved through the grains instead, the flux would be a volume per unit area and time. The mobility would lose one power of length, and the same argument would give $d^{-2}$. The third power is thus the mark of transport in a layer whose thickness does not grow with the grain. What remains is to find $M$ from the vacancies and $C$ from the geometry.

\subsection{Vacancies under a normal stress}

A vacancy forms at a boundary when an atom leaves its site and is plated onto the boundary. The plated atom pushes the two grains apart and adds a volume $\Omega$, the atomic volume. A tensile stress $s$ does the work $s\Omega$ in this step, so the free energy of formation falls by $s\Omega$. Relaxation of the lattice around the vacancy is ignored. If the boundary makes and absorbs vacancies freely, the fraction of vacant sites is the local equilibrium value
\begin{equation}
c=c_0\exp\!\left(\frac{s\Omega}{kT}\right),
\label{eq:vac}
\end{equation}
with $c_0$ the fraction at zero stress, $k$ Boltzmann's constant and $T$ the temperature.

Let the boundary be a layer of width $\delta$ with $1/\Omega$ sites per unit volume, and let $D_v$ be the vacancy diffusivity in it. The number flux of vacancies per unit area is $-(D_v/\Omega)\,dc/dx$. Each vacancy jump moves one atom the other way. Multiplication by $-1$ for the reversal, by $\Omega$ for the volume of an atom and by $\delta$ for the width of the layer gives
\begin{equation}
q=\delta D_v\frac{dc}{dx}
=\frac{\Omega\,\delta D_v c_0}{kT}\,
\exp\!\left(\frac{s\Omega}{kT}\right)\frac{ds}{dx}.
\label{eq:fullflux}
\end{equation}
For $|s|\Omega\ll kT$ the exponential is close to one. With the atomic boundary diffusivity $D_b=c_0D_v$ this is equation~(\ref{eq:flux}), and
\begin{equation}
M=\frac{\Omega\,\delta D_b}{kT}.
\label{eq:M}
\end{equation}
Vacancies are plentiful where the boundary is pulled and scarce where it is pressed. They flow away from the tensile places, and atoms flow towards them.

\subsection{The simplest case: a strip with boundaries across it}

Take a strip of width $a$ that is crossed by straight grain boundaries a distance $L$ apart, like the joints of a bamboo stem. A tension $\sigma$ acts along the strip. Matter moves across the width but not through the thickness, so the problem is one-dimensional.

The grains are treated as rigid between boundaries. By symmetry they do not tilt, and each boundary opens at a uniform speed $w$. The gap is filled by plated atoms. In a length $dx$ of boundary the volume plated per unit time and depth is $w\,dx$, and it must equal the inflow minus the outflow, $q(x)-q(x+dx)$. Therefore
\begin{equation}
\frac{dq}{dx}=-w,
\qquad
M\frac{d^2s}{dx^2}=-w.
\label{eq:poisson}
\end{equation}
This assumes a steady stress profile, so that no opening is taken up by changing elastic strain.

Measure $x$ from the middle of the boundary. Symmetry gives $q(0)=0$, so $q=-wx$. Integration of $ds/dx=-wx/M$ with $s=s_J$ at both ends $x=\pm a/2$ gives
\begin{equation}
s(x)=s_J+\frac{w}{2M}\left(\frac{a^2}{4}-x^2\right).
\label{eq:parabola}
\end{equation}
The mean of $x^2$ over the boundary is $a^2/12$, and $a^2/4-a^2/12=a^2/6$. The mean stress is therefore
\begin{equation}
\bar s=s_J+\frac{wa^2}{12M}.
\label{eq:mean}
\end{equation}

At the ends the boundary meets a free side surface. If that surface is flat and supplies atoms quickly, then $s_J=0$. Force balance requires $\bar s=\sigma$, so $w=12M\sigma/a^2$. One boundary occurs in each length $L$, and the strain rate is
\begin{equation}
\dot\varepsilon=\frac{w}{L}=\frac{12M\sigma}{a^{2}L}.
\label{eq:bamboo}
\end{equation}

Two limits show where the powers come from. At fixed $a$, a larger $L$ reduces the strain rate as $1/L$, because fewer boundaries open in a given length. At fixed $L$, a wider strip reduces it as $1/a^2$: a wider boundary needs more atoms, and these travel further. When both lengths scale with one size $d$, the two effects multiply to $d^{-3}$, in agreement with equation~(\ref{eq:form}).

\subsection{A film of columnar grains}

Now let the grains be columns that run through the film and form a regular honeycomb in plan view. The distance across flats is $d$. A regular hexagon has facets of length
\begin{equation}
a=\frac{d}{\sqrt3}.
\label{eq:a}
\end{equation}
For the present the film surfaces neither supply nor accept atoms. There are then no free ends: three facets meet at each junction, and atoms can move from one facet to another. The boundaries are assumed to slide freely, so they carry no shear traction.

Choose the $x$ axis along one facet normal. The three families of facets have unit normals $\mathbf n_1,\mathbf n_2,\mathbf n_3$ at $0^\circ$, $60^\circ$ and $120^\circ$. A uniaxial tension $\sigma$ acts along $x$. Family 1 is then normal to the load, and families 2 and 3 are inclined.

\emph{Opening rates.} The grains are equivalent, so they all rotate at the same rate and the relative velocity of two neighbours is the same at every point of their common facet. The vector between their centres is $d\,\mathbf n$. A common rotation contributes a relative velocity perpendicular to this vector, which is pure sliding. The opening rate therefore involves the symmetric strain-rate tensor $\mathbf E$ alone,
\begin{equation}
w_k=d\;\mathbf n_k\!\cdot\!\mathbf E\!\cdot\!\mathbf n_k .
\label{eq:opening}
\end{equation}
By mirror symmetry $\mathbf E$ has the diagonal entries $\dot\varepsilon$ and $\dot\varepsilon_y$ and no others. The components of $\mathbf n_2$ are $1/2$ and $\sqrt3/2$, so
\begin{equation}
w_1=d\,\dot\varepsilon,\qquad
w_2=w_3=d\left(\tfrac14\dot\varepsilon+\tfrac34\dot\varepsilon_y\right).
\end{equation}

\emph{Conservation.} Each unit cell holds one facet of each family. No atoms enter from outside, so $a(w_1+w_2+w_3)=0$. This gives
\begin{equation}
w_2=w_3=-\tfrac12 d\,\dot\varepsilon,
\qquad \dot\varepsilon_y=-\dot\varepsilon .
\label{eq:ws}
\end{equation}
The film narrows as fast as it lengthens and keeps its thickness.

\emph{Stress profiles.} A half turn about the middle of a facet leaves the honeycomb and the load unchanged. The flux is therefore zero at mid-facet, and all junctions share one stress $s_J$. Equations~(\ref{eq:parabola}) and~(\ref{eq:mean}) hold on each facet with its own $w_k$. The flux that arrives at a junction from facet $k$ is $-w_ka/2$. The three arrivals add to zero by equation~(\ref{eq:ws}), as they must.

\emph{Force balance.} Cut the film along a zigzag of boundaries that runs in the $x$ direction. One period has length $d$ and contains one facet of family 2 and one of family 3. Their normals have $y$ component $\sqrt3/2$. There is no load along $y$, and $\bar s_2=\bar s_3$ by mirror symmetry, so
\begin{equation}
2a\,\bar s_2\,\frac{\sqrt3}{2}=0
\quad\Rightarrow\quad \bar s_2=0 .
\label{eq:cuty}
\end{equation}
Next cut along boundaries in the $y$ direction. For each row of grains the cut rises by $\sqrt3d/2=3a/2$ and contains one facet of family 1 and one inclined facet, whose normal has $x$ component $1/2$. Thus
\begin{equation}
a\,\bar s_1+\tfrac12a\,\bar s_2=\tfrac32a\,\sigma
\quad\Rightarrow\quad \bar s_1=\tfrac32\sigma .
\label{eq:cutx}
\end{equation}

\emph{Result.} Equation~(\ref{eq:mean}) for the two kinds of facet reads
\begin{align}
\tfrac32\sigma&=s_J+\frac{d\dot\varepsilon\,a^2}{12M},\\
0&=s_J-\frac{d\dot\varepsilon\,a^2}{24M}.
\end{align}
Subtraction removes $s_J$ and gives $3\sigma/2=d\dot\varepsilon a^2/(8M)$. Hence $\dot\varepsilon=12M\sigma/(a^2d)$, and with $a^2=d^2/3$
\begin{equation}
\boxed{\;\dot\varepsilon=\frac{36\,M\sigma}{d^{3}}
=\frac{36\,\Omega\,\delta D_b\,\sigma}{kT\,d^{3}}\;}
\label{eq:coble}
\end{equation}
This is the Coble creep rate of the honeycomb film.

The middle form $12M\sigma/(a^2d)$ is that of the bamboo strip with $L=d$. The reason can be read from the stresses. The second line above gives $s_J=d\dot\varepsilon a^2/(24M)=\sigma/2$. The facet normal to the load carries $3\sigma/2$ on average, so the difference that drives atoms into it is $\sigma$, as in the strip.

At mid-facet the parabola rises above $s_J$ by $w_ka^2/(8M)$. This is $3\sigma/2$ on family 1 and $-3\sigma/4$ on the inclined families. The mid-facet stresses are therefore $2\sigma$ and $-\sigma/4$. A film under pure tension has some boundary regions in compression.

\subsection{Energy balance as a test}

The work of the load must equal the heat produced by diffusion. Per unit depth, a facet dissipates
\begin{equation}
\int_{-a/2}^{a/2}\frac{q^2}{M}\,dx
=\frac{w^2}{M}\int_{-a/2}^{a/2}x^2dx=\frac{w^2a^3}{12M}.
\end{equation}
The three facets of a cell have $w_1^2+w_2^2+w_3^2=\tfrac32d^2\dot\varepsilon^2$ and dissipate $d^2\dot\varepsilon^2a^3/(8M)$. With $a^3=d^3/(3\sqrt3)$ this is $d^5\dot\varepsilon^2/(24\sqrt3\,M)$.

The cell area is $\sqrt3d^2/2$, so the load supplies $\sqrt3d^2\sigma\dot\varepsilon/2$. Insertion of $\sigma=d^3\dot\varepsilon/(36M)$ gives $\sqrt3\,d^5\dot\varepsilon^2/(72M)$. Since $\sqrt3/72=1/(24\sqrt3)$, the two agree.

\subsection{Any direction of loading}

A honeycomb has preferred directions, so the rate might depend on how the load is turned. To find out, write the mean stress tensor $\mathbf S$ in terms of the facet stresses. The candidate is
\begin{equation}
\mathbf S=\tfrac23\sum_{k=1}^{3}\bar s_k\,\mathbf n_k\mathbf n_k .
\label{eq:S}
\end{equation}
Its traction on a line along $x$ is $\mathbf S\cdot\hat{\mathbf y}=(\bar s_2\mathbf n_2+\bar s_3\mathbf n_3)/\sqrt3$, because $\mathbf n_1\cdot\hat{\mathbf y}=0$ and the other two products are $\sqrt3/2$. Multiplied by the period $d=\sqrt3a$, this is $a(\bar s_2\mathbf n_2+\bar s_3\mathbf n_3)$, the force on the zigzag cut. A turn by $60^\circ$ permutes the facets and gives the same agreement on a second line. Tractions on two different lines determine the tensor, so equation~(\ref{eq:S}) is correct.

Conservation still requires $\sum_kw_k=0$, which makes $\mathbf E$ traceless. Let its stretching axis lie at angle $\phi$ with rate $\dot\varepsilon$, and let $\theta_k$ be the angle of $\mathbf n_k$. Then $w_k=d\dot\varepsilon\cos2(\theta_k-\phi)$, and
\begin{equation}
\mathbf n_k\mathbf n_k=\frac12\mathbf I+\frac12
\begin{pmatrix}\cos2\theta_k&\sin2\theta_k\\ \sin2\theta_k&-\cos2\theta_k\end{pmatrix}.
\end{equation}
The angles $2\theta_k$ are $0^\circ,120^\circ,240^\circ$, and the angles $4\theta_k$ are the same set up to full turns. Cosines and sines of these angles, shifted by any constant, add to zero. In $\sum_k\cos2(\theta_k-\phi)\cos2\theta_k$ the product is $\tfrac12[\cos2\phi+\cos(4\theta_k-2\phi)]$, so the sum is $\tfrac32\cos2\phi$. The sum with $\sin2\theta_k$ is likewise $\tfrac32\sin2\phi$. Therefore
\begin{equation}
\sum_k(\mathbf n_k\!\cdot\!\mathbf E\!\cdot\!\mathbf n_k)\,\mathbf n_k\mathbf n_k=\tfrac34\mathbf E .
\end{equation}
The constant part of $\bar s_k$ uses $\sum_k\mathbf n_k\mathbf n_k=\tfrac32\mathbf I$. Equations~(\ref{eq:mean}) and~(\ref{eq:S}) now give
\begin{equation}
\mathbf S=s_J\mathbf I+\frac23\cdot\frac{da^2}{12M}\cdot\frac34\,\mathbf E
=s_J\mathbf I+\frac{d^3}{72M}\,\mathbf E .
\label{eq:tensor}
\end{equation}

The response is isotropic in the plane. If the principal stresses are $\sigma_1$ and $\sigma_2$, the traceless part of $\mathbf S$ has the entries $\pm(\sigma_1-\sigma_2)/2$, and the film lengthens along axis 1 at the rate $36M(\sigma_1-\sigma_2)/d^3$. Uniaxial tension returns equation~(\ref{eq:coble}). Equal biaxial stress gives no creep at all in this closed film: all facets are pulled alike, and there is nowhere for the atoms to come from.

\section{Shape, size of the effect, and limits}

\subsection{Symbols and results in use}

The film has columnar grains of size $d$ across flats and facet length $a=d/\sqrt3$. The mobility $M=\Omega\delta D_b/(kT)$ relates the volume flux along a boundary to the gradient of its normal stress $s$, with $\Omega$ the atomic volume, $\delta$ the boundary width and $D_b$ the atomic boundary diffusivity. A facet of length $\ell$ that opens at the rate $w$ between junctions at stress $s_J$ has the mean stress
\begin{equation}
\bar s=s_J+\frac{w\ell^2}{12M}.
\label{eq:mean2}
\end{equation}
Under uniaxial tension $\sigma$ along a facet normal, the regular honeycomb has $s_J=\sigma/2$ and mean stresses $3\sigma/2$ on the facet normal to the load and zero on the inclined ones. Its creep rate is $\dot\varepsilon=36M\sigma/d^3$, for rigid grains, free sliding, steady flow, closed film surfaces and $\sigma\Omega\ll kT$.

For a regular honeycomb film with closed surfaces and small stress, the creep rate under uniaxial tension is $36M\sigma/d^3$, whatever the direction of the load in the plane. It remains to see how grain shape, larger stress, open film surfaces and other neglected effects change this rate, and what it amounts to in an example with rough values for copper.
